# Chiral reflection matrices, end states and the Pfaffian invariant of class DIII

**Q.** A reflection matrix is unitary when nothing is transmitted. Why should it be Hermitian as well? That looks like a choice of phases.

**A.** It is partly a choice of phases, and the symmetry supplies the choice. Let $\Gamma$ be a unitary operator acting within each site, with $\Gamma^2=1$ and $\Gamma H\Gamma=-H$, in the chain and in its leads. At $E=0$, $H\psi=0$ implies $H\Gamma\psi=0$, so $\Gamma$ turns scattering states into scattering states.

It also reverses their current. If $\Pi$ projects onto everything to the right of a cut, the particle current through the cut is $J=i[H,\Pi]/\hbar$. Since $\Gamma$ is local, it commutes with $\Pi$, and

$$\Gamma J\Gamma=\frac{i}{\hbar}[\Gamma H\Gamma,\Pi]=-J .$$

Let $\phi_n$ be incoming modes of unit flux. Then the $\Gamma\phi_n$ are outgoing modes of unit flux, and I use them as the outgoing basis. In the leads

$$\psi=\sum_n\left(a_n\phi_n+b_n\Gamma\phi_n\right),\qquad b=Sa,$$

where $a$ and $b$ collect the amplitudes in all leads. Applying $\Gamma$ exchanges them: $\Gamma\psi$ has incoming amplitudes $b$ and outgoing amplitudes $a$. Hence $a=Sb=S^2a$ for every $a$, so $S^2=1$. Flux conservation gives $S^\dagger S=1$. Therefore $S^\dagger=S^{-1}=S$, and the diagonal block belonging to one lead obeys

$$r=r^\dagger .$$

**Q.** You did not assume that the chain is insulating.

**A.** Hermiticity does not need it. The eigenvalues of $r$ are real and lie between $-1$ and $1$. If the chain is gapped and long, transmission dies off with length, and unitarity of $r$ then gives $r^2=1$, with eigenvalues $\pm1$.

Zero energy does matter. At $E\neq0$, $\Gamma$ maps a state at $E$ to one at $-E$. For full reflection the same exchange gives $r(-E)r(E)=1$, hence $r(-E)=r(E)^\dagger$, which does not make $r(E)$ Hermitian.

**Q.** What does the sign of an eigenvalue have to do with a state at the end?

**A.** Suppose $ra=\sigma a$ with $\sigma=\pm1$. The lead wave is

$$\psi=\sum_n a_n(1+\sigma\Gamma)\phi_n,\qquad \Gamma\psi=\sigma\psi,$$

because $\Gamma(1+\sigma\Gamma)=\Gamma+\sigma=\sigma(1+\sigma\Gamma)$. Each eigenvector is a standing wave of definite chirality. It becomes a bound state if the lead can be cut without disturbing it.

**Q.** Then the count depends on how I cut.

**A.** It does, and the claim that negative eigenvalues count end states needs that condition. Let the cut end of the lead send the wave $b$ back as $a=r_Bb$. The argument above also gives $r_B=r_B^\dagger$ and $r_B^2=1$. I assume that the cut lies far enough away for evanescent lead waves to be negligible, and that no zero mode of the chain is uncoupled from the lead. The far end of the chain is taken to infinity.

A bound state requires $a=r_Bra$. Multiplying by $r_B$ gives $r_Ba=ra$. Call this common vector $c$. Then $rc=a=r_Bc$, so the solution space is mapped to itself by $r$, which acts there just as $r_B$ does. It splits into vectors with $ra=r_Ba=\sigma a$.

Let $V_\sigma$ and $V^B_\sigma$ be the eigenspaces of $r$ and $r_B$, and let $\nu$ count negative eigenvalues. The number of bound states of chirality $\sigma$ is $n_\sigma=\dim(V_\sigma\cap V_\sigma^B)$. For $N$ modes,

$$n_-=\nu(r)+\nu(r_B)-\dim(V_-+V_-^B).$$

The orthogonal complement of $V_-+V_-^B$ is $V_+\cap V_+^B$, so the last dimension is $N-n_+$. Thus

$$n_--n_+=\nu(r)+\nu(r_B)-N .$$

For $r_B=-1$ we have $V_+^B=0$, so $n_+=0$ and $n_-=\nu(r)$. This is the cut for which the original claim holds. For $r_B=+1$ the end states number $N-\nu(r)$ and have chirality $+1$.

**Q.** Show me a lead in which $r_B=-1$ is an actual cut.

**A.** Take hopping $t>0$ between neighbouring sites $s$. A wave $e^{iks}$ has $E=2t\cos k$ and velocity proportional to $-2t\sin k$. At $E=0$ the wave moving right, towards the chain, has $k=-\pi/2$:

$$\phi(s)=(-i)^s,\qquad \Gamma_s=(-1)^s,\qquad \Gamma\phi(s)=i^s .$$

Even sites are called $B$, with $\Gamma=+1$, and odd sites $A$, with $\Gamma=-1$. The chain starts on $A$ at $s=1$. If site $0$ is removed, the wave must vanish there: $a+b=0$, so $r_B=-1$. If the first missing site is $s=-1$, then $ia-ib=0$ and $r_B=+1$.

**Q.** Does the count agree with a bulk winding number, or is it a separate quantity?

**A.** They agree for a chain whose only bonds join $A_j$ to $B_j$ and $B_j$ to $A_{j+1}$. Bonds from $A_j$ to $B_{j+1}$ would allow a negative winding, which $\nu(r)\ge0$ cannot equal; they are excluded here. Let $m$ be the matrix $H_{A_jB_j}$ and $w$ the matrix $H_{B_jA_{j+1}}$, both invertible. At zero energy

$$m^\dagger A_j+wA_{j+1}=0,\qquad mB_j+w^\dagger B_{j-1}=0 .$$

Cutting before $A_1$ sets $B_0=0$. The second equation then gives $B_1=0$, and so on: this end has no $B$ states. The first gives $A_{j+1}=-w^{-1}m^\dagger A_j$, so the number of end states is the number of eigenvalues of $w^{-1}m^\dagger$ with modulus below one.

The Bloch block is $h(k)=m+w^\dagger z$ with $z=e^{-ik}$, and

$$\det h=\det w^\dagger\,\det\!\left(z+(w^\dagger)^{-1}m\right).$$

Its zeros are minus the eigenvalues of $(w^\dagger)^{-1}m$. That matrix is similar to $m(w^\dagger)^{-1}=(w^{-1}m^\dagger)^\dagger$, so the moduli are the same. A gap means that no zero lies on the unit circle. By the argument principle, the winding of $\det h$ as $z$ runs counterclockwise is the number of zeros inside, which is the number of end states.

Now attach the lead through an invertible contact $W$. The equation at $B_0$ reads $tA_0+WA_1=0$, where $A_0$ is the last $A$ site of the lead. Each end state fixes a nonzero standing wave on the lead's $A$ sites, and each such wave restricts to an end state. End states and negative eigenvalues therefore correspond one to one.

**Q.** Disorder removes the Bloch momentum. I want to see the counts separately.

**A.** Four three-channel chains of 30 cells were built with random complex bonds and lead hopping 1. Their clean parts have windings 0, 1, 2 and 3, with half gaps between 0.54 and 0.68. After weak bond disorder was added, wave matching gave 0, 1, 2 and 3 negative eigenvalues. Diagonalizing the cut chains gave 0, 1, 2 and 3 zero modes at the left end.

The winding-2 chain was also cut with two channels starting on $A$ and the third on $B$. Then $\nu(r_B)=2$ and the index is $2+2-3=1$, as diagonalization also gives. The raw value $\nu(r)=2$ would have been the wrong count for this cut.

**Q.** Real chains are finite. How does an eigenvalue get from $-1$ to $+1$?

**A.** One channel shows it in closed form. Let $n$ cells with positive bonds $m_j,w_j$ join two leads of hopping $t_L$ through contacts $w_L,w_R$. Following the $A$ equations from the last lead site $A_0$ to the first site $A_{n+1}$ of the right lead gives

$$\frac{A_{n+1}}{A_0}=(-1)^{n+1}X,\qquad X=\frac{t_L\prod_{j=1}^{n}m_j}{w_L\left(\prod_{j=1}^{n-1}w_j\right)w_R}.$$

The $B$ equations contain the inverse ratios, so $B_{n+1}/B_0=(-1)^{n+1}/X$. For unit incoming amplitude, $B_0=1+r$ at $s=0$ and $A_0=i(1-r)$ at $s=-1$. On the right the wave moves outward, and one step multiplies it by $-i$: $B_{n+1}=-iA_{n+1}$. Therefore

$$-i=\frac{B_{n+1}}{A_{n+1}}=\frac{1}{X^2}\,\frac{1+r}{i(1-r)}=\frac{-i}{X^2}\,\frac{1+r}{1-r},$$

$$r=\frac{X^2-1}{X^2+1},\qquad 1-r^2=\frac{4X^2}{(1+X^2)^2}.$$

The sign changes at $X=1$, where transmission is perfect. Replacing $X$ by $1/X$ reverses $r$ but leaves the transmission unchanged, so the midgap conductance alone cannot tell the two phases apart.

**Q.** Put in numbers for a material.

**A.** Take a one-electron model of trans-polyacetylene with rough values: mean hopping $t_0=2.5$ eV, weak bond 2.15 eV, strong bond 2.85 eV and cell length about 0.25 nm. The half gap is $2.85-2.15=0.70$ eV. Leads and contacts have hopping $t_0$, an idealization.

If the chain begins and ends with a weak bond, $m$ is weak and $w$ strong. The amplitude ratio per cell is $\lambda=2.15/2.85=0.754$, and the decay length is $0.25/\ln(1/0.754)\approx0.9$ nm. For five cells

$$X=\frac{2.15}{2.5}\,(0.7544)^4=0.2785,\qquad r=\frac{0.0776-1}{0.0776+1}=-0.856 .$$

With $2e^2/h=77.5$ µS, the zero-temperature conductance is $77.5(1-0.856^2)=20.7$ µS. With strong outer bonds and the same contacts, $X=3.52$, $r=+0.851$ and $G=21.4$ µS. The magnitudes differ slightly because the contact factor keeps the two values of $X$ from being reciprocal. At 20 cells, or about 5 nm, $r=\mp0.99997$ and $G$ is about 0.005 µS for both. Since $X$ contains $1/(w_Lw_R)$, the sign follows the bond pattern only if the chain is long enough for its contacts: five cells with weak outer bonds and contacts of 1 eV have $X=1.74$ and $r=+0.50$.

**Q.** Without leads, are the end levels of that 20-cell chain at zero?

**A.** Nearly. The normalized left state has $A_j=\sqrt{1-\lambda^2}\,(-\lambda)^{j-1}$, up to terms of order $\lambda^{2n}$. It fails only the equation at $B_n$, where $mA_n$ is left over. The right state has magnitude $\sqrt{1-\lambda^2}$ there. To leading order the levels lie at

$$\pm m\lambda^{n-1}(1-\lambda^2)=\pm2.15(0.00472)(0.431)=\pm0.0044\ \text{eV},$$

in agreement with diagonalization.

**Q.** Would real polyacetylene show this midgap level?

**A.** The model does not establish that. The hopping and gap are of typical size, but electron repulsion is missing. To first order, a second electron in the end state costs $U\sum_j|A_j|^4$ more than the first, and

$$\sum_j|A_j|^4=(1-\lambda^2)^2\sum_{j\ge0}\lambda^{4j}=\frac{1-\lambda^2}{1+\lambda^2}=0.275 .$$

A rough $U=4$ eV gives 1.1 eV. With the end state empty, site $A_j$ holds $(1-|A_j|^2)/2$ electrons per spin, so the two addition energies are $\frac U2\mp\frac U2\sum_j|A_j|^4$, or $\mp0.55$ eV from the gap centre at $U/2$. The splitting is most of the 1.4 eV gap, so the one-electron level should not be read as a measured spectrum. The bond pattern may not stay fixed either. At equal length, 40 cells, weak outer bonds cost 1.5 eV more $\pi$ energy per end than strong ones. This leaves out the elastic energy of the $\sigma$ bonds and the cost of a domain wall, so it does not settle whether the chain rearranges. If the bond pattern near an end does reverse, the zero mode moves inward with the resulting domain wall, a soliton.

**Q.** And the symmetry itself?

**A.** It is approximate. Second-neighbour hopping $t'$ connects like sites. To first order it moves the end level by $2t'\sum_jA_jA_{j+1}=-2t'\lambda$, while the gap centre, at $k=\pi$, moves by $-2t'$. For $t'=0.1$ eV the level lies $2t'(1-\lambda)=0.049$ eV from the gap centre.

A potential $v$ on the first site also spoils Hermiticity. In a long chain with weak outer bonds, $B_1=0$, since the $B$ wave would grow inward. Then $vA_1+t_0B_0=0$. The lead wave continued to $s=1$ gives $A_1=-i(1-r)$, and $B_0=1+r$, so

$$r=-\frac{t_0-iv}{t_0+iv}.$$

For $v=0.3$ eV, $r=-0.972+0.237i$: still of modulus one, but no longer real.

Bond disorder preserves $\Gamma$. With independent static fluctuations of 0.2 eV rms, a rough stand-in for zero-point motion, all 200 sampled 20-cell chains kept $r<0$, the largest value being $-0.9996$. At 300 K, $k_BT=0.026$ eV is about 4% of the half gap.

**Q.** Now class DIII. It has a chiral symmetry too, so why not count negative eigenvalues again?

**A.** Because that count is the same in every phase. Here $T$ and $P$ are local, commuting and antiunitary, with

$$THT^{-1}=H,\quad T^2=-1,\qquad PHP^{-1}=-H,\quad P^2=1 .$$

In $J=i[H,\Pi]/\hbar$, $T$ changes the sign of $i$ alone, so it reverses the current. $P$ changes the signs of both $i$ and $H$, so it preserves the current. Since $P^2=1$, the incoming modes at $E=0$ can be chosen real, $P\phi_n=\phi_n$: combine $\chi+P\chi$ and $i(\chi-P\chi)$ and orthonormalize with real coefficients. Take $T\phi_n$ as outgoing modes. They are also real, because $PT\phi_n=TP\phi_n=T\phi_n$.

Applying $P$ to a scattering state replaces $a,b$ by $a^*,b^*$, so $S^*=S$. Applying $T$ gives

$$T\sum_n(a_n\phi_n+b_nT\phi_n)=\sum_n(-b_n^*\phi_n+a_n^*T\phi_n).$$

Hence $a^*=-Sb^*=-SS^*a^*$, so $SS^*=-1$. With unitarity, $S^*=-S^\dagger$, and complex conjugation gives $S=-S^T$. The reflection block, called $A$ from here on, is real and antisymmetric.

The operator $\Gamma=iTP$ is linear, and $\Gamma^2=-T^2P^2=1$. Since $T\phi_n=-i\Gamma\phi_n$, the reflection matrix in the chiral basis is $-iA$. Its eigenvalues come in pairs $\pm x$. For full reflection exactly half are negative, whatever the phase.

**Q.** A Pfaffian changes sign when I exchange two basis modes. How can it be an invariant?

**A.** Alone it is not: $\mathrm{Pf}(OAO^T)=\det O\,\mathrm{Pf}(A)$ for orthogonal $O$. The cut again supplies the reference. Let it reflect $b$ into $a=Bb$. The same symmetries make $B$ real and antisymmetric with $B^2=-1$, and full reflection gives $A^2=-1$. In $\mathrm{Pf}(A)\mathrm{Pf}(B)$ the factor $\det O$ appears squared.

A bound state requires $a=BAa$. Multiplying by $B$ gives $(A+B)a=0$. Let $K$ be this kernel. For $a$ in $K$, put $c=Aa=-Ba$. Then $Ac=-a$ and $Bc=a$, so $c$ is in $K$. Thus $A$ and $B$ preserve $K$ and, being antisymmetric, also its orthogonal complement. Since $A^2=-1$ on $K$, its dimension is even, $2n_K$, where $n_K$ is the number of Kramers pairs.

On $K$ we have $B=-A$, and its contribution is

$$\mathrm{Pf}(A_K)\,\mathrm{Pf}(-A_K)=(-1)^{n_K}\det A_K=(-1)^{n_K}.$$

On the complement, deform $A$ into $B$ through $C_s=(1-s)A+sB$. If $C_sv=0$ with $v\neq0$, equal norms of $(1-s)Av$ and $sBv$ require $s=1/2$. Then $(A+B)v=0$, which puts $v$ in $K$, a contradiction. So $\mathrm{Pf}(C_s)$ never vanishes, both Pfaffians have the same sign, and their product is $+1$. Therefore

$$Q=\mathrm{Pf}(A)\,\mathrm{Pf}(B)=(-1)^{n_K}.$$

At finite length the magnitude of $Q$ falls below one. Its sign gives the parity only when the chain is long enough for its contacts; as with $r$ above, weak contacts on a short chain can reverse it.

**Q.** Why only the parity? Two pairs are still four zero-energy states.

**A.** They can be removed without breaking a symmetry. $T$ anticommutes with $\Gamma$: $T\Gamma=-iT^2P=iP$, whereas $\Gamma T=iT^2P=-iP$. Each pair therefore holds one state of each chirality, and a coupling between two pairs can join opposite chiralities.

Model chains show this. Write $H=iM$ with $M$ real and antisymmetric, $P$ complex conjugation and $T=UP$, $U=\begin{pmatrix}0&1\\-1&0\end{pmatrix}$. The allowed bonds are $q\tau_z+p\tau_x$, with Pauli matrices $\tau$. In units of the lead coupling, bonds alternate between strength $m$, which comes first, and 1. The strengths vary by up to 5%, and the angle of $(q,p)$ is random within $\pm0.6$ rad. Mixed orbitals are also coupled to each other within every site, with strength 0.2, and by weak random terms in the bonds. The parameters stand for no material.

- One orbital: $m=0.4$ gives $Q=-1$ and one pair; $m=1.8$ gives $Q=+1$ and none.
- Two mixed orbitals with $m=0.4$ and $1.8$: $Q=-1$ and one pair.
- Two orbitals with $m=0.4$ each: $Q=+1$ in both cases, with two pairs when unmixed and none when mixed.

The pairs were counted by diagonalizing the cut chains, and $Q$ came from wave matching. The last line shows two pairs being removed. An odd number cannot be reduced to zero while the bulk gap and both symmetries remain: reflection from a long chain then stays full, so $Q=-1$ cannot change sign, and it requires at least one pair. The values are collected in the numerical output.

## Table of computed values

```
Chiral chains, 3 channels, 30 cells, lead hopping = 1
 winding 0, negative eigenvalues 0, end states 0.0000, clean half gap 0.684
 winding 1, negative eigenvalues 1, end states 1.0000, clean half gap 0.598
 winding 2, negative eigenvalues 2, end states 2.0000, clean half gap 0.540
 winding 3, negative eigenvalues 3, end states 3.0000, clean half gap 0.558
 mixed cut of the winding-2 chain: nu(r_B) 2, index formula 1, diagonalized 1.0000
Class DIII chains, 30 cells, couplings in units of the lead coupling
 1 orbital, m=0.4: Pf product -1.0000, Kramers pairs 1.0000
 1 orbital, m=1.8: Pf product +1.0000, Kramers pairs 0.0000
 2 orbitals, m=0.4,1.8, mixed: Pf product -1.0000, Kramers pairs 1.0000
 2 orbitals, m=0.4,0.4, unmixed: Pf product +1.0000, Kramers pairs 2.0000
 2 orbitals, m=0.4,0.4, mixed: Pf product +1.0000, Kramers pairs 0.0000
Trans-polyacetylene model (rough input values)
 mean hopping 2.50 eV, weak 2.15 eV, strong 2.85 eV
 half gap 0.70 eV, cell length 0.245 nm
 amplitude ratio per cell 0.7544
 amplitude decay length 0.869 nm
 conductance quantum 2e^2/h = 77.481 uS
 5 cells (1.23 nm), weak end: X 0.27853, r -0.85601, G 20.71 uS
 5 cells, strong end: X 3.52, r +0.85063, G 21.42 uS
 10 cells (2.45 nm), weak end: X 0.06805, r -0.99078, G 1.422 uS
 10 cells, strong end: X 14.41, r +0.99041, G 1.479 uS
 20 cells (4.90 nm), weak end: X 0.00406, r -0.99997, G 0.005114 uS
 20 cells, strong end: X 241.3, r +0.99997, G 0.005321 uS
 isolated 20-cell chain: end levels at +-0.00438 eV, overlap formula 0.00438 eV
Neglected effects (rough input values)
 site repulsion 4.0 eV, sum of psi^4 0.2746, end-state charging 1.098 eV
 second-neighbour hopping 0.1 eV: end level 0.0491 eV from gap centre, first order 0.0491 eV
 end-site potential 0.3 eV: r = -0.9716 +0.2366i, phase of -r -0.2389 rad
 bond disorder 0.2 eV rms, 20 cells: r < 0 in 200 of 200, largest r -0.99963
 thermal energy at 300 K 0.0259 eV, over half gap 0.0369
 pi-energy excess of a weak-bond end 1.499 eV per end
```
